# Inversion charge in silicon: integrated electron density against the charge-sheet expression: test program

```python
"""Inversion charge of p-type silicon: integrated density versus charge sheet.

Result under test, at equal surface potential psi_s:
  Qi = (A/2) * integral_0^us r*(exp(u)-1)/F(u) du       (integrated electrons)
  Qcs = A*[sqrt(us-1+exp(us-2uF)) - sqrt(us-1)]         (charge sheet)
  Qi/Qcs - 1 is positive and close to log(1+z)/(2*w*z),
  w = us-1, z = Qcs/(2*A*sqrt(w)).
Symbols: u = psi/phi_t, phi_t = kT/q, uF = asinh(NA/(2 ni)), r = n0/p0,
A = sqrt(2 q eps p0 phi_t), F = field*eps/A. Charges are magnitudes.
Lengths are in cm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import airy, dawsn, expit, gamma, zeta

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
T = 300.0
NA = 1e17
ni = 1e10              # rough value at 300 K
eps_rel, eps_ox_rel = 11.7, 3.9
eps = eps_rel * const.epsilon_0 / 100.0
phi_t = kB * T / q
uF = np.arcsinh(NA / (2 * ni))
r = np.exp(-2 * uF)
p0, n0 = ni * np.exp(uF), ni * np.exp(-uF)
A = np.sqrt(2 * q * eps * p0 * phi_t)


def g(u):
    """exp(u)-u-1 without cancellation near zero."""
    if abs(u) < 1e-2:
        return u * u / 2 * (1 + u / 3 * (1 + u / 4 * (1 + u / 5)))
    return np.expm1(u) - u


def field_function(u, ratio):
    return np.sqrt(g(-u) + ratio * g(u))


def integrated_charge(us, ratio):
    """Excess electron charge divided by A."""
    def integrand(u):
        return 0.5 * ratio * np.expm1(u) / field_function(u, ratio)
    return quad(integrand, 0, us, epsabs=0, epsrel=1e-10, limit=300)[0]


def charge_sheet(us, ratio):
    return np.sqrt(us - 1 + ratio * np.exp(us)) - np.sqrt(us - 1)


def depletion_overestimate(us, ratio):
    """Half integral of (1-exp(-u))*(1/F0-1/F), in a stable form."""
    def integrand(u):
        F0, F = np.sqrt(g(-u)), field_function(u, ratio)
        return -0.5 * np.expm1(-u) * ratio * g(u) / (F0 * F * (F0 + F))
    return quad(integrand, 0, us, epsabs=0, epsrel=1e-10, limit=300)[0]


def poisson_in_depth(us, ratio):
    """Second-order Poisson equation from bulk to surface; returns F and Qi/A."""
    def rhs(x, y):
        u = min(y[0], 60.0)
        electrons = ratio * np.expm1(u)
        return [y[1], -np.expm1(-u) + electrons, electrons]

    def surface(x, y):
        return y[0] - us
    surface.terminal = True
    start = 1e-6
    sol = solve_ivp(rhs, (0, 100), [start, start * np.sqrt(1 + ratio), 0.0],
                    method="DOP853", rtol=1e-11, atol=1e-16, events=surface)
    assert sol.status == 1
    return sol.y[1, -1] / np.sqrt(2), sol.y[2, -1] / np.sqrt(2)


print(f"Temperature {T:.0f} K, acceptors {NA:.1e} cm^-3, rough ni {ni:.1e} cm^-3")
print(f"Relative permittivity: silicon {eps_rel}, oxide {eps_ox_rel}")
print(f"phi_t = {phi_t:.5f} V, phi_F = {uF*phi_t:.4f} V, 2phi_F = {2*uF*phi_t:.4f} V")
print(f"uF = {uF:.3f}, charge scale A = {A*1e6:.5f} uC/cm^2")
print("Shortfall = integrated/expression - 1")
print("psi_s V | Qi uC/cm2 | Qcs uC/cm2 | shortfall % | predicted % | no-phi_t %")
psi_list = [0.45, 0.60, 0.75, 2 * uF * phi_t, 0.90, 0.95, 1.00, 1.04]
shortfalls, charges, sheets = [], {}, {}
for psi in psi_list:
    us = psi / phi_t
    w = us - 1
    Qi, Qcs = integrated_charge(us, r), charge_sheet(us, r)
    F, F0 = field_function(us, r), np.sqrt(g(-us))
    F_ode, Qi_ode = poisson_in_depth(us, r)
    assert abs(F_ode / F - 1) < 1e-6
    assert abs(Qi_ode / Qi - 1) < 1e-6
    full_sheet = r * g(us) / (F + F0)
    assert abs(full_sheet / Qcs - 1) < 2e-6       # dropped terms are negligible
    assert abs((Qi - full_sheet) / depletion_overestimate(us, r) - 1) < 1e-6
    z = Qcs / (2 * np.sqrt(w))
    predicted = np.log1p(z) / (2 * w * z)
    shortfall = Qi / Qcs - 1
    # the law is leading order in 1/w, so its own relative error is O(1/w)
    assert shortfall > 0 and abs(predicted / shortfall - 1) < 3 / w
    no_phi_t = np.sqrt(us + r * np.exp(us)) - np.sqrt(us)
    assert Qi / no_phi_t - 1 > shortfall
    shortfalls.append(shortfall)
    charges[psi], sheets[psi] = Qi * A, Qcs * A
    print(f"{psi:.4f} | {Qi*A*1e6:.5e} | {Qcs*A*1e6:.5e} | {100*shortfall:.3f}"
          f" | {100*predicted:.3f} | {100*(Qi/no_phi_t-1):.3f}")
assert np.all(np.diff(shortfalls) < 0)

us_weak = 0.60 / phi_t
dawson_charge = r * np.exp(us_weak) * dawsn(np.sqrt(us_weak - 1))
assert abs(dawson_charge * A / charges[0.60] - 1) < 1e-4
print(f"Dawson form at 0.60 V: {dawson_charge*A*1e6:.5e} uC/cm^2")
for psi in (0.60, psi_list[3], 1.00):
    print(f"Electrons at {psi:.4f} V: integrated {charges[psi]/q:.4e},"
          f" sheet {sheets[psi]/q:.4e} cm^-2")


def mixed_sheet(psi):
    us = psi / phi_t
    return A * (np.sqrt(us - 1 + r * np.exp(us)) - np.sqrt(us))


mixed_zero = brentq(mixed_sheet, 0.7, 0.95)
assert mixed_sheet(0.60) < 0 and mixed_sheet(0.75) < 0
assert abs(mixed_zero - 2 * uF * phi_t) < 1e-8
print(f"phi_t dropped only in depletion root, 0.75 V: {mixed_sheet(0.75)*1e6:.5f}"
      " uC/cm^2")
print(f"That mixed expression vanishes at {mixed_zero:.4f} V")

# Fermi-Dirac occupation, with the conduction band built from valley masses.
m_long, m_trans = 0.916, 0.19
m_valley = (m_long * m_trans**2) ** (1 / 3) * m0
Nc = 12 * (m_valley * kB * T / (2 * np.pi * hbar**2)) ** 1.5 * 1e-6
t_step = 0.02
t_grid = np.arange(0, 9, t_step)


def fermi(order, eta):
    return (2 * t_step * np.sum(t_grid**(2 * order + 1) * expit(eta - t_grid**2))
            / gamma(order + 1))


assert abs(fermi(0.5, 0) / ((1 - 2**-0.5) * zeta(1.5)) - 1) < 1e-8
assert abs(fermi(1.5, 0) / ((1 - 2**-1.5) * zeta(2.5)) - 1) < 1e-8
assert abs((fermi(1.5, 2.001) - fermi(1.5, 1.999)) / 0.002 / fermi(0.5, 2) - 1) < 1e-5
eta_bulk = np.log(n0 / Nc)
pressure_bulk = fermi(1.5, eta_bulk)


def field_function_fd(u):
    electron_part = Nc / p0 * (fermi(1.5, u + eta_bulk) - pressure_bulk) - r * u
    return np.sqrt(g(-u) + electron_part)


us_strong = 1.00 / phi_t
Qi_fd = A * quad(lambda u: 0.5 * (Nc / p0 * fermi(0.5, u + eta_bulk) - r)
                 / field_function_fd(u), 0, us_strong,
                 epsabs=0, epsrel=1e-8, limit=300)[0]
Qcs_fd = A * (field_function_fd(us_strong) - np.sqrt(g(-us_strong)))
assert Qcs_fd < Qi_fd < charges[1.00]
print(f"Conduction-band Nc from masses {m_long}, {m_trans}: {Nc:.3e} cm^-3")
print(f"Boltzmann surface density at 1.00 V: {n0*np.exp(us_strong):.3e} cm^-3")
print(f"Fermi-Dirac Qi at 1.00 V: {Qi_fd*1e6:.4f} uC/cm^2,"
      f" ratio to Boltzmann {Qi_fd/charges[1.00]:.4f}")
print(f"Charge-sheet shortfall with Fermi-Dirac: {100*(Qi_fd/Qcs_fd-1):.3f} %")

# Confinement in a triangular well on a (100) surface.
index = np.arange(1, 4001)
t_airy = 3 * np.pi * (4 * index - 1) / 8
airy_zeros = t_airy**(2 / 3) * (1 + 5 / 48 / t_airy**2 - 5 / 36 / t_airy**4)
assert np.max(np.abs(airy(-airy_zeros[:20])[0])) < 1e-3


def subband_energies(field, mass):
    """Energies in J for a field in V/cm."""
    return ((hbar**2 / (2 * mass * m0)) ** (1 / 3)
            * (q * field * 100) ** (2 / 3) * airy_zeros)


def confined_density(field, eta_surface):
    """Electrons per cm^2 in the two valley ladders."""
    total = 0.0
    for valleys, m_normal, m_plane in ((2, m_long, m_trans),
                                       (4, m_trans, np.sqrt(m_long * m_trans))):
        levels = subband_energies(field, m_normal) / (kB * T)
        density_of_states = valleys * m_plane * m0 * kB * T / (np.pi * hbar**2)
        total += density_of_states * np.sum(np.logaddexp(0, eta_surface - levels))
    return total * 1e-4


low_field = 1e3
classical_limit = Nc * np.exp(-12) * phi_t / low_field
assert abs(confined_density(low_field, -12) / classical_limit - 1) < 0.02
us_weak = 0.75 / phi_t
field_weak = A * field_function(us_weak, r) / eps
N_weak = confined_density(field_weak, us_weak + eta_bulk)
ratio_weak = N_weak * q / charges[0.75]
assert ratio_weak < 1
depletion_strong = A * np.sqrt(us_strong - 1)


def average_field(N):
    return (depletion_strong + q * N / 2) / eps


N_strong = np.exp(brentq(lambda s: np.exp(s) - confined_density(
    average_field(np.exp(s)), us_strong + eta_bulk), np.log(1e8), np.log(1e15)))
assert N_strong * q < Qi_fd
print(f"Surface field at 0.75 V: {field_weak/1e6:.4f} MV/cm")
print(f"Classical layer depth phi_t/field at 0.75 V: {phi_t/field_weak*1e7:.3f} nm")
print(f"Lowest subband at 0.75 V: {subband_energies(field_weak, m_long)[0]/q:.4f} eV")
print(f"Confined/classical charge at 0.75 V: {ratio_weak:.3f},"
      f" equivalent shift {-phi_t*np.log(ratio_weak)*1e3:.1f} mV")
print(f"Rough confined density at 1.00 V: {N_strong:.2e} cm^-2,"
      f" ratio to Boltzmann {N_strong*q/charges[1.00]:.2f}")

acceptor_depth, Nv = 0.045, 2.7e19       # rough boron level and valence density
binding = 4 * np.exp(acceptor_depth / phi_t) / Nv
ionised = (np.sqrt(1 + 4 * binding * NA) - 1) / (2 * binding * NA)
print(f"Ionised bulk fraction (rough level {acceptor_depth} eV, Nv {Nv:.1e} cm^-3):"
      f" {ionised:.3f}")
print(f"Resulting phi_F change: {phi_t*np.log(ionised)*1e3:.2f} mV")

T_hot, gap = 400.0, 1.12                 # rough constant gap in eV
ni_hot = ni * (T_hot / T)**1.5 * np.exp(gap * q / (2 * kB) * (1 / T - 1 / T_hot))
uF_hot = np.arcsinh(NA / (2 * ni_hot))
r_hot = np.exp(-2 * uF_hot)
hot_shortfall = (integrated_charge(2 * uF_hot, r_hot)
                 / charge_sheet(2 * uF_hot, r_hot) - 1)
assert hot_shortfall > shortfalls[3]
print(f"At {T_hot:.0f} K (rough gap {gap} eV): ni {ni_hot:.2e} cm^-3,"
      f" 2phi_F {2*uF_hot*kB*T_hot/q:.4f} V")
print(f"Shortfall at 2phi_F and {T_hot:.0f} K: {100*hot_shortfall:.3f} %")
oxide_field = A * field_function(1.04 / phi_t, r) / eps * eps_rel / eps_ox_rel
print(f"Oxide field at 1.04 V: {oxide_field/1e6:.2f} MV/cm")
print("every check passed")
```

Output:

```
Temperature 300 K, acceptors 1.0e+17 cm^-3, rough ni 1.0e+10 cm^-3
Relative permittivity: silicon 11.7, oxide 3.9
phi_t = 0.02585 V, phi_F = 0.4167 V, 2phi_F = 0.8334 V
uF = 16.118, charge scale A = 0.02929 uC/cm^2
Shortfall = integrated/expression - 1
psi_s V | Qi uC/cm2 | Qcs uC/cm2 | shortfall % | predicted % | no-phi_t %
0.4500 | 1.35629e-09 | 1.31193e-09 | 3.382 | 3.048 | 6.486
0.6000 | 3.82338e-07 | 3.73289e-07 | 2.424 | 2.251 | 4.704
0.7500 | 1.12076e-04 | 1.09997e-04 | 1.890 | 1.785 | 3.692
0.8334 | 2.64374e-03 | 2.60010e-03 | 1.678 | 1.594 | 3.268
0.9000 | 3.08879e-02 | 3.04356e-02 | 1.486 | 1.416 | 2.751
0.9500 | 1.56605e-01 | 1.54724e-01 | 1.216 | 1.158 | 1.964
1.0000 | 5.81881e-01 | 5.77063e-01 | 0.835 | 0.792 | 1.151
1.0400 | 1.42858e+00 | 1.42072e+00 | 0.553 | 0.521 | 0.699
Dawson form at 0.60 V: 3.82338e-07 uC/cm^2
Electrons at 0.6000 V: integrated 2.3864e+06, sheet 2.3299e+06 cm^-2
Electrons at 0.8334 V: integrated 1.6501e+10, sheet 1.6229e+10 cm^-2
Electrons at 1.0000 V: integrated 3.6318e+12, sheet 3.6017e+12 cm^-2
phi_t dropped only in depletion root, 0.75 V: -0.00263 uC/cm^2
That mixed expression vanishes at 0.8334 V
Conduction-band Nc from masses 0.916, 0.19: 2.738e+19 cm^-3
Boltzmann surface density at 1.00 V: 6.299e+19 cm^-3
Fermi-Dirac Qi at 1.00 V: 0.4914 uC/cm^2, ratio to Boltzmann 0.8446
Charge-sheet shortfall with Fermi-Dirac: 0.965 %
Surface field at 0.75 V: 0.1498 MV/cm
Classical layer depth phi_t/field at 0.75 V: 1.726 nm
Lowest subband at 0.75 V: 0.0492 eV
Confined/classical charge at 0.75 V: 0.339, equivalent shift 28.0 mV
Rough confined density at 1.00 V: 1.09e+12 cm^-2, ratio to Boltzmann 0.30
Ionised bulk fraction (rough level 0.045 eV, Nv 2.7e+19 cm^-3): 0.927
Resulting phi_F change: -1.95 mV
At 400 K (rough gap 1.12 eV): ni 3.46e+12 cm^-3, 2phi_F 0.7081 V
Shortfall at 2phi_F and 400 K: 2.769 %
Oxide field at 1.04 V: 4.65 MV/cm
every check passed
```
